# How electron cooling slows ambipolar diffusion in a plasma afterglow

## Problem

A pulsed discharge burns in helium at 0.5 Torr between two large parallel plates 4 cm apart. While the power is on, the electrons have a temperature of 3 eV. The ions are at the gas temperature, 0.026 eV. The power is switched off and the electrons cool until they too are at 0.026 eV. The gas density, the ion temperature and the ion diffusion coefficient $D_i$ are held fixed throughout.

(a) Find the coefficient $D_a$ that governs the joint diffusion of electrons and ions to the plates. (b) By what factor does it fall when the electrons cool? (c) Does most of the plasma survive until the electrons are cold?

There is one kind of singly charged positive ion, no negative ion and no magnetic field. Both species collide with the gas often enough for drift and diffusion to describe their motion. Each temperature is uniform in space. Volume ionization and recombination are left out of the afterglow.

The algebra uses atomic units: electron mass and elementary charge are 1, and temperature is an energy. The ion mass $M$ is then the ratio of ion to electron mass. Both mobilities $\mu_e$ and $\mu_i$ are positive numbers.

## A first estimate by scaling

Electrons are far more mobile than ions and start to leave first. The positive charge left behind sets up a field that holds them back. An electron of typical energy $T_e$ must be held over a length $\Lambda$ comparable with the plate gap, so the field is of order

$$E\sim\frac{T_e}{\Lambda}.$$

The same field pulls the ions outward. Their drift flux is of order $\mu_i nE\sim\mu_iT_e\,n/\Lambda$. A diffusive flux is of order $D_a n/\Lambda$, and equating the two gives

$$D_a\sim\mu_iT_e .$$

With $\mu_i$ fixed, the coefficient should fall in proportion to the electron temperature, by $3/0.026\approx115$. The estimate has left out the ions' own diffusion. That is safe while $T_e\gg T_i$, but the final state has $T_e=T_i$.

## Exact solution of the drift-diffusion model

### Why the two fluxes are equal

Let $x$ be measured from the midplane. Without sources in the volume, each species obeys

$$\frac{\partial n_e}{\partial t}+\frac{\partial\Gamma_e}{\partial x}=0,\qquad
\frac{\partial n_i}{\partial t}+\frac{\partial\Gamma_i}{\partial x}=0 .$$

In a quasineutral plasma $n_e\approx n_i\equiv n$. Subtracting the equations leaves $\partial(\Gamma_i-\Gamma_e)/\partial x=0$, so the flux difference does not depend on $x$. By symmetry both fluxes vanish at the midplane. The difference is therefore zero everywhere, and $\Gamma_e=\Gamma_i\equiv\Gamma$.

### The field and the common flux

A prime denotes $\partial/\partial x$. Electrons drift against the field and ions along it:

$$\Gamma_e=-D_en'-\mu_enE,\qquad \Gamma_i=-D_in'+\mu_inE .$$

Setting the fluxes equal and collecting the field terms on one side gives

$$(\mu_e+\mu_i)nE=-(D_e-D_i)n',$$

$$E=-\frac{D_e-D_i}{\mu_e+\mu_i}\,\frac{n'}{n}.$$

The density falls toward the plates, so for $D_e>D_i$ the field points outward. It retards electrons and speeds up ions, as the estimate assumed. Substitution into the ion flux gives

$$\Gamma=-\left[D_i+\frac{\mu_i(D_e-D_i)}{\mu_e+\mu_i}\right]n'.$$

Over the common denominator the bracket has the numerator $\mu_eD_i+\mu_iD_i+\mu_iD_e-\mu_iD_i$. The two terms $\mu_iD_i$ cancel, and

$$\Gamma=-D_an',\qquad D_a=\frac{\mu_iD_e+\mu_eD_i}{\mu_i+\mu_e}.$$

### Relating diffusion to mobility

For the ions, which share the gas temperature, thermal equilibrium supplies the relation. In a weak static field, equilibrium means zero flux and a Boltzmann density with $n'/n=E/T_i$. Putting this into $-D_in'+\mu_inE=0$ gives $D_i=\mu_iT_i$.

Hot electrons are not in equilibrium with the gas, so they need a separate argument. Write their velocity distribution as $f_0(v)+f_1(v)\cos\theta$, where $\theta$ is the angle to the $x$ axis and $f_1$ is small. Collisions remove the directed part at the momentum-transfer rate $\nu(v)$. The force on an electron is $-E$, and $\partial f_0/\partial v_x=\cos\theta\,\partial f_0/\partial v$. If the plasma changes slowly over a collision time and a mean free path, the terms proportional to $\cos\theta$ in the Boltzmann equation give

$$v\frac{\partial f_0}{\partial x}-E\frac{\partial f_0}{\partial v}=-\nu f_1 .$$

The flux is the integral of $v\cos\theta$ over the distribution. Since $\cos^2\theta$ averages to $1/3$ over directions,

$$\Gamma_e=\frac{4\pi}{3}\int_0^\infty v^3f_1\,dv
=-\frac{\partial}{\partial x}\!\left[\frac{4\pi}{3}\int_0^\infty\frac{v^4}{\nu}f_0\,dv\right]
+E\,\frac{4\pi}{3}\int_0^\infty\frac{v^3}{\nu}\frac{\partial f_0}{\partial v}\,dv .$$

The first bracket is $nD_e$, with $D_e=\langle v^2/3\nu\rangle$. Comparing the second term with $-\mu_enE$ gives

$$n\mu_e=-\frac{4\pi}{3}\int_0^\infty\frac{v^3}{\nu}\frac{\partial f_0}{\partial v}\,dv .$$

For a Maxwellian, $\partial f_0/\partial v=-(v/T_e)f_0$. The right-hand side becomes $nD_e/T_e$, so $D_e=\mu_eT_e$ for any dependence of $\nu$ on speed. For other distributions the ratio generally depends on how $\nu$ varies with speed. If $\nu$ is constant, $D_e/\mu_e$ is two thirds of the mean energy for any isotropic $f_0$.

### The temperature dependence

Inserting both relations,

$$D_a=\frac{\mu_i\mu_eT_e+\mu_e\mu_iT_i}{\mu_i+\mu_e}
=\frac{\mu_i(T_e+T_i)}{1+\mu_i/\mu_e}.$$

With $\mu_i=D_i/T_i$ this is

$$D_a=D_i\,\frac{1+T_e/T_i}{1+r},\qquad r=\frac{\mu_i}{\mu_e}.$$

For $r\ll1$ two terms remain. The 1 is the ions' own diffusion, and $T_e/T_i$ is their drift in the field that holds back the electrons. In the opposite case of equal mobilities and equal temperatures, $r=1$ and the formula returns $D_a=D_i$. The field then vanishes, because neither species tends to run ahead.

### The drop

Let $T_h$ be the initial electron temperature. To leading order in $r$,

$$D_a^{\rm hot}=D_i\left(1+\frac{T_h}{T_i}\right),\qquad D_a^{\rm cold}=2D_i,$$

$$\frac{D_a^{\rm hot}}{D_a^{\rm cold}}=\frac12\left(1+\frac{T_h}{T_i}\right)
=\frac{1+115.38}{2}=58.19 .$$

This is the 58-fold drop. The ion diffusivity cancels, so the factor needs no value for it, provided that it is the same before and after.

For absolute values, take a rough ion mobility of $1.7\times10^4$ cm²/Vs at this pressure. Then $D_i=1.7\times10^4\times0.026=442$ cm²/s. The coefficient falls from $442\times116.38=5.14\times10^4$ cm²/s to $2\times442=884$ cm²/s.

The finite electron mobility changes this slightly. Take a rough, constant momentum-transfer cross section $\sigma$ of 6 Å$^2$ and the gas density $N=1.60\times10^{16}$ cm$^{-3}$ that follows from the pressure and gas temperature. Then $\nu=N\sigma v$ and $D_e=\langle v^2/3\nu\rangle=\bar v/(3N\sigma)$, where $\bar v$ is the mean electron speed. With $\mu_e=D_e/T_e$, $r$ is 0.01267 in the hot plasma and 0.00118 in the cold one. The factor becomes

$$58.19\times\frac{1.00118}{1.01267}=57.53,$$

about 1% below the simple result.

## Comparison of the estimate with the solution

The scaling estimate gives 115 and the solution 58. To see where they part, let the electrons cool to a general temperature $T_c$. For $r\ll1$ the solution is

$$R=\frac{T_h+T_i}{T_c+T_i},$$

while the estimate is $T_h/T_c$. Their quotient is

$$\frac{T_h/T_c}{R}=\frac{1+T_i/T_c}{1+T_i/T_h}.$$

The denominator is close to 1 here, so the error comes from the final state. If cooling stops at $T_c=10T_i=0.26$ eV, the estimate gives 11.5 and the solution $116.38/11=10.6$, a 9% overestimate relative to the solution. If it continues to $T_c=T_i$, the overestimate approaches a factor of two.

The physical reason is that the field drift disappears in proportion to $T_e$, while the ions' thermal diffusion remains. To leading order in $r$, the drift part of the ion flux in the hot plasma is 115 times the diffusion part. In the cold plasma the two are equal. Cold electrons still have a thermal motion that the field must restrain, so $D_a$ tends to $2D_i$ and not to $D_i$.

## When the two species move together

Quasineutrality was assumed, and its range can be found by letting the densities differ. Take a uniform plasma of density $n_0$ with small disturbances $\delta n_e$ and $\delta n_i$ proportional to $\cos kx$. Poisson's equation in atomic units is $E'=4\pi(\delta n_i-\delta n_e)$. With $s_e=4\pi n_0\mu_e$ and $s_i=4\pi n_0\mu_i$, the linearized continuity equations are

$$\frac{\partial\delta n_e}{\partial t}=-D_ek^2\delta n_e+s_e(\delta n_i-\delta n_e),$$

$$\frac{\partial\delta n_i}{\partial t}=-D_ik^2\delta n_i-s_i(\delta n_i-\delta n_e).$$

For a decay as $e^{-\gamma t}$, the determinant condition is

$$\gamma^2-\gamma\left[(D_e+D_i)k^2+s_e+s_i\right]
+D_eD_ik^4+k^2(D_es_i+D_is_e)=0 .$$

At high density $s_e$ and $s_i$ dominate. The slow root is then the constant term divided by the bracket:

$$\gamma\approx k^2\frac{D_es_i+D_is_e}{s_e+s_i}=D_ak^2 .$$

The condition $s_e\gg D_ek^2$ is the same as $(k\lambda_D)^2\ll1$, where $\lambda_D=\sqrt{T_e/4\pi n_0}$ is the Debye length. At $10^{10}$ electrons per cm³, $\lambda_D$ is 0.0129 cm in the hot plasma. With $k=\pi/L$ and $L=4$ cm, $(k\lambda_D)^2\approx10^{-4}$. The slow roots of the coupled equations, computed without assuming equal fluxes, also give a drop factor of 57.53.

In the opposite limit $s_e,s_i\to0$ the roots are $D_ek^2$ and $D_ik^2$: each species diffuses freely. Cooling the electrons then leaves the ion loss rate unchanged, and there is no 58-fold drop. The calculation concerns a uniform background. Near a plate the density is low, and a space-charge sheath forms where quasineutrality fails.

## Does the plasma survive the cooling?

### Decay at a fixed electron temperature

If the density is taken as zero at the plates, $\partial n/\partial t=D_an''$ has the slowest solution

$$n=n_0e^{-t/\tau}\cos\frac{\pi x}{L},\qquad \tau=\frac{L^2}{\pi^2D_a}.$$

Including the finite mobility ratio, $\tau$ is 32 µs for electrons held at 3 eV and about 1800 µs for cold electrons. What happens in between depends on how fast they cool.

### The cooling law

Consider elastic collisions of an electron of velocity $\mathbf v$ with an atom of velocity $\mathbf V$. The ion and atom masses are taken as equal. The relative velocity is $\mathbf g=\mathbf v-\mathbf V$ and the centre-of-mass velocity is $\mathbf W=(\mathbf v+M\mathbf V)/(1+M)$. With $m_r=M/(1+M)$, the electron velocity is $\mathbf W+m_r\mathbf g$ before the collision and $\mathbf W+m_r\mathbf g'$ after it, where $|\mathbf g'|=|\mathbf g|$. The electron loses the energy

$$\tfrac12|\mathbf W+m_r\mathbf g|^2-\tfrac12|\mathbf W+m_r\mathbf g'|^2
=m_r\mathbf W\cdot(\mathbf g-\mathbf g').$$

For isotropic scattering $\mathbf g'$ averages to zero, leaving $m_r\mathbf W\cdot\mathbf g$. Collisions occur at the rate $N\sigma|\mathbf g|$, where $N$ is the gas density and $\sigma$ a constant cross section. For $M\gg1$ the terms needed are

$$\mathbf W\cdot\mathbf g\approx\mathbf V\cdot\mathbf v-V^2+\frac{v^2}{M},\qquad
|\mathbf g|\approx v-\frac{\mathbf V\cdot\mathbf v}{v}.$$

The atoms have temperature $T_i$, so $\langle V^2\rangle=3T_i/M$ and $\langle(\mathbf V\cdot\mathbf v)^2\rangle=v^2T_i/M$. Terms odd in $\mathbf V$ vanish. To order $1/M$ the mean of the product is

$$\frac{v^3}{M}-\frac{3T_iv}{M}-\frac{T_iv}{M}=\frac{v^3-4T_iv}{M}.$$

For Maxwellian electrons of mean speed $\bar v$, $\langle v^3\rangle=4T_e\bar v$. The mean power lost per electron is therefore $(4/M)N\sigma\bar v(T_e-T_i)$. Since the mean energy is $\frac32T_e$,

$$\frac{dT_e}{dt}=-\frac{8}{3M}N\sigma\bar v\,(T_e-T_i).$$

A sampling of collisions with the gas at 0.3 of the electron temperature gave 0.9996 times the power in this law.

### Cooling and loss together

The cooling law was integrated together with $d\ln n/dt=-D_a(T_e)\pi^2/L^2$. The electrons reach $1.1T_i$ after 94 µs, when 83% of the initial density remains. At that moment $D_a$ is only 5% above its final value, since $(1+1.1)/2=1.05$.

Had the electrons stayed at 3 eV for those 94 µs, a fraction $e^{-94/31.9}\approx0.05$ would have remained. In this model most of the plasma survives because its loss rate falls while the electrons cool. The 94 µs and 83% are estimates, because the cooling law assumes a Maxwellian distribution. At $10^{10}$ electrons per cm³, collisions between electrons are too slow to maintain that shape near 3 eV. Elastic collisions then deplete the fast tail, and the electrons cool more slowly than the law says. The effect is small here, because below about 1.2 eV electron-electron collisions outpace the cooling, and most of the 94 µs is spent there. Even with no electron-electron collisions at all, the time would be about 118 µs, with 77% left. The law also leaves out the excitation of atoms by fast electrons and the energy carried off by escaping electrons. Both speed up the cooling, so they shorten the 94 µs and raise the surviving fraction. For Maxwellian electrons the escape loss alone gives about 73 µs and 86%, while excitation acts only in the first moments and hardly changes the time. Coulomb energy exchange with the ions is also left out. Near the gas temperature its rate is about a third of the rate for the gas, and alone it shortens the time to about 86 µs.

## What the fixed-diffusivity model leaves out

**The shape of the hot distribution.** For a Druyvesteyn distribution, $f_0\propto e^{-av^4}$, and a constant cross section, $D_e/\mu_e$ is 1.144 times the temperature defined by the mean energy. If the distribution had this shape at every position, the hot coefficient would rise by about 14% at the same mean energy, and the drop factor would become about 66. That requires an energy relaxation length short compared with $L/\pi\approx1.3$ cm, but at 3 eV it is about 3 cm. The distribution then depends on the total energy, kinetic plus potential, and the electrons are cooler toward the plates. A Druyvesteyn shape in total energy gives a drop in the decay rate of about 56 if 3 eV is the temperature at the midplane, and about 60 if it is the density-weighted average.

**Ion heating by the field.** Halfway from the midplane to a plate, $|n'/n|=\pi/L$ and the hot-plasma field is 2.33 V/cm. The ions drift there at $3.95\times10^4$ cm/s. If a random energy equal to the drift energy is added, $\frac32\Delta T=\frac12Mv_d^2$ gives $\Delta T=0.0022$ eV. With a constant cross section the mobility varies as $T^{-1/2}$, so it is lowered by about 4% at that place. The field is stronger nearer the plate. Where the drift speed approaches $\sqrt{(T_e+T_i)/M}$, the same estimate gives $\Delta T=(T_e+T_i)/3\approx1$ eV, far above $T_i$, and the mobility is much lower. The fixed-mobility model therefore overstates the loss rate of the hot plasma. Taken alone, this effect makes the loss rate fall by less than the factor 58 when the electrons cool. It is much larger than the local 4% suggests. With the same mobility law applied across the whole gap and zero density at the plates, the decay rate is about 0.77 of the fixed-mobility value when hot and 0.99 when cold, so the loss rate falls by a factor of about 44.

**A warmer gas during the pulse.** Suppose that gas and ions are 50 K warmer while the power is on, at temperature $T_w$ and the same gas density. With the same mobility law and to leading order in $r$,

$$R=\sqrt{\frac{T_i}{T_w}}\;\frac{T_h+T_w}{2T_i}=54.0 .$$

**Finite speed at the plates.** Let ions leave the quasineutral region at $u=\sqrt{(T_e+T_i)/M}$ instead of imposing zero density. The condition $-D_an'=un$ at $x=L/2$, with $n\propto\cos kx$, becomes $k\tan(kL/2)=u/D_a$. With the mobility still held fixed up to the plate, the decay rate is 0.943 of the zero-density value when hot and 0.992 when cold. This alters the decay times but not $D_a$. The speed $u$ belongs to a sheath that ions cross without collisions. Here the Debye length at the plasma edge is about 0.06 cm when hot and 0.015 cm when cold, above the ion mean free path of 0.01 cm, so the sheath is collisional and these two factors are only indicative.

**Diffusion cooling.** An electron that escapes through the retarding potential takes more than the average energy with it. The excess has three parts, estimated here for cold electrons with the finite plate speed $u$ above. First, for $r\ll1$ the field is $E=-T_en'/n$, so an electron starting at $x$ gives up $T_e\ln[n(x)/n(L/2)]$ on its way to the edge of the quasineutral region. Averaged over the density profile this is $4.78T_e$. Second, the sheath must reduce the random electron flux $n\bar v/4$ to the ion flux $nu$, which takes a potential energy $T_e\ln(\bar v/4u)=3.18T_e$. Third, electrons crossing a surface carry a mean kinetic energy $2T_e$, which is $0.5T_e$ above the average $\frac32T_e$. The sum is $8.46T_e$ per lost electron. Balancing this loss against heating by the gas,

$$\frac4MN\sigma\bar v(T_i-T_e)=\frac{8.46\,T_e}{\tau},$$

gives $T_e=0.0240$ eV, slightly below the ion temperature. The drop factor rises to 59.8. Energy exchange with the ions, left out of this balance, would reduce the difference.

## Relation to a real pulsed discharge

The pressure, gap, density and initial electron temperature are rough values chosen for the example, and the mobility and cross section are rough values for helium. The estimated mean free paths, 0.01 cm for ions and $1/(N\sigma)\approx0.1$ cm for electrons, are far below the 4 cm gap, as the diffusion picture requires. One assumption that may fail is the final electron temperature. Collisions between long-lived excited helium atoms can release fast electrons that heat the others and delay the cooling; this heating was not calculated. If it held the electrons at $2T_i=0.052$ eV, the drop would be $116.38/3\approx39$ instead of 58. The factor 58 therefore belongs to the stated end temperatures and a fixed ion diffusivity. The numerical output below collects the values for this example.

## Computed results

```
Hot electron temperature: 3.0 eV
Ion and gas temperature: 0.026 eV = 302 K
Helium pressure (rough): 0.5 Torr
Plate gap: 4.0 cm
Electron density: 1.0e+10 cm^-3
Gas density: 1.60e+16 cm^-3
Ion mobility (rough): 1.70e+04 cm2/Vs
Electron cross section (rough): 6.0 angstrom^2
Ion diffusivity D_i: 442 cm2/s
T_hot/T_i: 115.38
1 + T_hot/T_i: 116.38
Simple D_a, hot: 5.144e+04 cm2/s
Simple D_a, cold: 884 cm2/s
Simple drop factor: 58.19
Electron mobility, hot: 1.34e+06 cm2/Vs
mu_i/mu_e, hot: 0.01267
Full D_a, hot: 5.08e+04 cm2/s
Debye length, hot: 0.01288 cm
Electron mobility, cold: 1.44e+07 cm2/Vs
mu_i/mu_e, cold: 0.00118
Full D_a, cold: 883 cm2/s
Debye length, cold: 0.00120 cm
Drop factor, finite mobility ratio: 57.53
Drop factor, two-fluid Poisson modes: 57.53
Decay time at fixed T_e, hot: 31.9 us
Decay time at fixed T_e, cold: 1836 us
Time to cool to 1.1 T_i: 94 us
Density fraction left at that time: 0.827
Sampled/derived energy exchange: 0.9996
Druyvesteyn D_e/(mu_e T_mean): 1.144
Field halfway to wall, hot: 2.33 V/cm
Ion drift speed there: 3.95e+04 cm/s
Ion drift heating there: 0.0022 eV
Estimated ion mobility factor there: 0.961
Drop factor, gas 50 K warmer in pulse: 54.0
Decay-rate factor, finite wall speed, hot: 0.943
Decay-rate factor, finite wall speed, cold: 0.992
Excess energy per lost cold electron: 8.46 T_e
T_e with diffusion cooling: 0.0240 eV
Drop factor with diffusion cooling: 59.8
Ion mean free path (estimate): 0.0105 cm
```
